# Referee comment: must a silicon donor's ground state be the singlet?

**The argument under review**

The manuscript assigns the lowest level of isolated interstitial lithium in silicon to the valley-symmetric singlet. Its reasoning may be put as follows:

> A donor in silicon has six 1s states, one from each conduction valley. The donor attracts the electron. The symmetric sum of the six valley functions has the largest density at the donor, so it gains the most energy. Moreover, a ground state has no nodes, and the other five combinations have nodes. The singlet is therefore lowest, for every donor.

The counting of states is right. Two inferences need examination: that an attractive donor must favour the symmetric sum, and that a theorem about nodes settles the order. I first ask what symmetry alone says about the lithium site, then take the two inferences in turn.

**1. What the site symmetry fixes**

Let $A$ be the cubic lattice constant, with an atom at the origin. The tetrahedral interstitial site is $\mathbf T=(A/2)(1,1,1)$. An operation $R$ of the group $T_d$ permutes the cartesian axes and reverses an even number of signs. Hence $\mathbf T-R\mathbf T$ has either no nonzero component or two components equal to $A$. Both are lattice vectors of the face-centred cubic lattice. Since $R$ about an atom and lattice translations both leave the crystal unchanged, so does $R$ about $\mathbf T$. The interstitial site has the full $T_d$ symmetry, as a substitutional site has.

The conduction minima lie at $\mathbf k=\pm k_0\hat{\mathbf x},\pm k_0\hat{\mathbf y},\pm k_0\hat{\mathbf z}$, and their Bloch functions are unchanged by those operations about an atom that keep $\mathbf k$ (the symmetry type $\Delta_1$). Moving the centre to $\mathbf T$ could add a phase $e^{-i\mathbf k\cdot(\mathbf T-R\mathbf T)}$. For $\mathbf k$ along $x$, an operation that keeps $\mathbf k$ leaves the $x$ component of $\mathbf T$ alone, so $\mathbf k\cdot(\mathbf T-R\mathbf T)=0$ and the phase is 1. The other valleys follow by symmetry.

We may therefore choose one valley function, Bloch function times 1s envelope, and generate the other five from it by $T_d$ about the donor. This convention fixes all relative phases and gives "symmetric sum" a meaning. I take the six functions as orthonormal, which is a good approximation when each envelope is narrow in $\mathbf k$ compared with the valley separation. Spin is left out; it doubles every level.

The operations now simply permute the valleys. The character of each class is the number of valleys it leaves in place:

$$\chi(E)=6,\quad \chi(8C_3)=0,\quad \chi(3C_2)=2,\quad \chi(6S_4)=0,\quad \chi(6\sigma_d)=2 .$$

Projection on the irreducible representations gives

$$n_{A_1}=\frac{6+3\cdot2+6\cdot2}{24}=1,\qquad n_E=\frac{2\cdot6+3\cdot2\cdot2}{24}=1,$$

$$n_{T_2}=\frac{3\cdot6+3(-1)(2)+6(1)(2)}{24}=1 .$$

Their dimensions, $1+2+3$, exhaust the six states. Thus the manuscript's singlet, doublet and triplet exist at the interstitial site too. Nothing so far orders them.

**2. The levels and the condition for their order**

Let $d$ be the diagonal energy, $a$ the coupling between opposite valleys and $b$ the coupling between adjacent ones. These three numbers suffice, for the following reason. The identity is the one operation of $T_d$ that keeps both $+x$ and $+y$, because reversing $z$ alone is not in the group. The 24 operations therefore carry the ordered pair $(+x,+y)$ into 24 different pairs, which are all the $6\times4$ ordered adjacent pairs. All adjacent couplings are equal. Since the reversed pair is among them, $b=b^*$, so $b$ is real. The six ordered opposite pairs are likewise connected, and $a$ is real.

In the order $(x,\bar x,y,\bar y,z,\bar z)$, where a bar marks the negative axis, apply the matrix to three trial vectors:

- For $(1,1,1,1,1,1)$, every row gives $d+a+4b$.
- For $(1,1,-1,-1,0,0)$, the $x$ row gives $d+a-2b$, the $y$ row gives minus this, and the $z$ rows give $2b-2b=0$.
- For $(1,-1,0,0,0,0)$, the $x$ row gives $d-a$, the $\bar x$ row gives minus this, and the other rows give $b-b=0$.

All three are eigenvectors, and symmetry supplies their partners:

$$E_{A_1}=d+a+4b,\qquad E_E=d+a-2b,\qquad E_{T_2}=d-a .$$

The differences that matter are

$$E_{A_1}-E_E=6b,\qquad E_{A_1}-E_{T_2}=2a+4b,\qquad E_E-E_{T_2}=2(a-b).$$

The singlet is lowest if $b<0$ and $a+2b<0$. It is highest if $b>0$ and $a+2b>0$. If the two quantities have opposite signs, it lies between the doublet and the triplet. Symmetry permits all three cases.

For isolated interstitial lithium, observation places the singlet highest, roughly 2 meV above a nearly degenerate $E+T_2$ quintet. This is an experimental input to my comment, not something I derive from the lithium potential. Near degeneracy of $E$ and $T_2$ requires $a\approx b$, and the singlet's position then gives $b\approx(2\ \text{meV})/6\approx0.3$ meV. Both couplings are positive, and the manuscript's assignment is inverted.

**3. Why attraction does not decide the sign**

The manuscript identifies the sign of the binding potential with the sign of the intervalley coupling. Binding comes mainly from the smooth, long-range attraction, which enters $d$. The couplings $a$ and $b$ need large changes of wavevector and so are sensitive to the potential close to the donor.

A short-range correction shows the difference. Write the donor potential as a smooth reference potential plus $U_c\,\delta(\mathbf r-\mathbf R)$, with $\mathbf R$ the donor site. Let $F(0)$ be the envelope and $\phi_i(\mathbf R)$ the Bloch function of valley $i$, both at the donor. To first order the correction has matrix elements

$$\Delta H_{ij}=U_c\,|F(0)|^2\,\phi_i^*(\mathbf R)\,\phi_j(\mathbf R).$$

The operations that generate the valley functions leave $\mathbf R$ in place, so all $\phi_i(\mathbf R)$ equal one value $\phi(\mathbf R)$. Every element, diagonal or not, is then $v=U_c|F(0)\phi(\mathbf R)|^2$. Inserting $d=a=b=v$ in the level formulas gives shifts

$$\Delta E_{A_1}=6v,\qquad \Delta E_E=v+v-2v=0,\qquad \Delta E_{T_2}=v-v=0 .$$

The singlet alone moves, because the coefficients of the other five combinations sum to zero and their wave functions vanish at the donor. The manuscript is right that the singlet has the largest density there. But this density multiplies the *correction*. If $U_c$ is negative, the singlet gains most; if $U_c$ is positive, it pays most, although the donor as a whole still binds the electron.

If the smooth part gives negligible splitting, then $a=b=D/6$ with $D=E_{A_1}-E_{\text{quintet}}$. For lithium this condition is an assumption: its couplings are only a few tenths of a meV, and the smooth attraction may contribute a comparable amount. The near equality of $a$ and $b$ in lithium is consistent with a repulsive correction of this form, but does not prove it: a potential of short but finite range can give similar couplings.

**4. Why the theorem about nodes does not apply**

For a single particle with kinetic energy $-\hbar^2\nabla^2/2m$ and an ordinary local potential, replacing $\psi$ by $|\psi|$ does not raise the energy. This is why the lowest state can be chosen without sign changes. The donor electron is not in the lowest state of the crystal Hamiltonian, since the valence states lie below it. If one instead keeps a conduction band alone, the kinetic energy is a band function with several minima, and the replacement can raise the energy.

A lattice model makes this concrete. With wavevectors in inverse lattice spacings and energies in the model's own unit, take

$$\varepsilon(\mathbf k)=\sum_i\cos2k_i+8P,\qquad u_i=1-\cos k_i,\qquad P=u_xu_y+u_xu_z+u_yu_z .$$

Since $\cos2k=2(1-u)^2-1=1-4u+2u^2$, and with $S=\sum_iu_i$ we have $\sum_iu_i^2=S^2-2P$,

$$\varepsilon=3-4S+2(S^2-2P)+8P=1+2(S-1)^2+4P .$$

All $u_i\ge0$, so $P\ge0$ and the minimum is $\varepsilon=1$, reached when $S=1$ and $P=0$. Then one $u_i$ equals 1 and the others vanish: $k_i=\pm\pi/2$ on one axis. These are six valleys. In real space the term $\cos2k_i$ is a hop over two sites with amplitude $+1/2$, and the products $8\cos k_i\cos k_j$ contained in $8P$ are hops along face diagonals with amplitude $+2$. A positive amplitude favours opposite signs on the two sites, which is what the theorem about nodes excludes.

I add a smooth attractive Gaussian well, of depth 1.0 and width parameter 5.0 sites, in a periodic box of side 20 sites, and an energy $U$ on the central site. The model has cubic symmetry with inversion; its odd triplet becomes $T_2$ in $T_d$. Measured from the band edge, the triplet is at $-0.4963$ and the doublet at $-0.4959$ for each $U$ used, since both vanish on the central site. The singlet moves:

- $U=-3$: singlet at $-0.7102$, below the other five.
- $U=0$: singlet at $-0.4970$, lower than the triplet by $0.0007$ and than the doublet by $0.0011$.
- $U=+3$: singlet at $-0.4482$, above both by about $0.048$.

These levels belong to the box of side 20, at whose faces the well has not yet vanished. In a box of side 36 the triplet, the doublet and the $U=0$ singlet all lie about 0.0024 higher and the $U=+3$ singlet about 0.004 higher. The orders are unchanged: the $U=0$ margins stay near 0.001, and the $U=+3$ singlet lies about 0.05 above the other five.

The smooth well alone gives the manuscript's order, but by a very small margin. A repulsive centre reverses it, and the ground state is then the odd triplet, which changes sign through the donor. At the centre the total potential is $-1+3=+2$, yet all six levels remain below the band edge. A net repulsion at the centre is not needed: for $U=+0.5$ the potential is attractive on every site, $-0.5$ at the centre, and the singlet still lies about 0.012 above the other five levels. This disproves the general inference; it is not a calculation of lithium.

The shifts for $U=\pm3$ are unequal: $-0.213$ and $+0.049$, against a first-order estimate of $\pm3\times0.02975=\pm0.089$. The reason is that $dE_{A_1}/dU=\rho$, the singlet's probability on the central site. It is 0.133 at $U=-3$, 0.030 at $U=0$ and 0.0085 at $U=+3$. Attraction draws the singlet in and strengthens its own effect; repulsion pushes it out and weakens it. First-order perturbation theory gives the sign here, but not a reliable size.

**5. A measurement that separates the two orders**

The authors could test their assignment with uniaxial stress along [001]. Let stress lower the two $z$ valleys by $w$ relative to the other four, with the mean fixed: the $z$ valleys shift by $-2w/3$ and the others by $+w/3$. Take the contact form of section 3, with the unstressed quintet at zero energy.

The combination $z-\bar z$ has energy $-2w/3$. The combinations $x-\bar x$, $y-\bar y$ and $x+\bar x-y-\bar y$ have energy $w/3$. Two states remain, $|XY\rangle=(x+\bar x+y+\bar y)/2$ and $|Z\rangle=(z+\bar z)/\sqrt2$. The singlet is $\sqrt{2/3}\,|XY\rangle+\sqrt{1/3}\,|Z\rangle$, so in this pair

$$H=\begin{pmatrix}\tfrac{2D}{3}+\tfrac w3&\tfrac{\sqrt2D}{3}\\[2pt]\tfrac{\sqrt2D}{3}&\tfrac D3-\tfrac{2w}{3}\end{pmatrix}.$$

The trace is $D-w/3$. The determinant is

$$\frac{2D^2}{9}-\frac{4Dw}{9}+\frac{Dw}{9}-\frac{2w^2}{9}-\frac{2D^2}{9}=-\frac{Dw}{3}-\frac{2w^2}{9}.$$

The squared trace minus four times the determinant is $D^2+\tfrac23Dw+w^2$, hence

$$E_\pm=\tfrac12\left[D-\tfrac w3\pm\sqrt{D^2+\tfrac23Dw+w^2}\right].$$

**Inverted order, $D>0$.** The singlet term can only add energy, so no level lies below the lowest valley shift. For $w>0$ the state $z-\bar z$ reaches that bound, and the ground energy is $-2w/3$. For $w<0$ it is $-|w|/3$. The response is linear for both signs of stress.

**Normal order, $D=-m<0$.** For $|w|\ll m$,

$$\sqrt{m^2-\tfrac23mw+w^2}\approx m-\frac w3+\left(\frac12-\frac1{18}\right)\frac{w^2}{m}=m-\frac w3+\frac{4w^2}{9m},$$

and the terms linear in $w$ cancel in

$$E_-\approx\tfrac12\left[-m-\frac w3-m+\frac w3-\frac{4w^2}{9m}\right]=-m-\frac{2w^2}{9m}.$$

A nondegenerate singlet shares its weight equally among the valleys and sees no first-order change when their mean is fixed.

Take $D=+2$ meV as a lithium-like case and $D=-12$ meV as a normally ordered one; both are round parameters. At $w=1$ meV the ground level moves by $-\tfrac23\times1=-0.667$ meV in the first case. In the second the quadratic formula gives $-2/(9\times12)=-0.0185$ meV, and diagonalization gives $-0.0190$ meV. The responses differ by a factor of about 35. Much of this factor comes from the larger $|D|$: a normally ordered donor with $D=-2$ meV, the fair alternative for lithium, moves by $-0.124$ meV at the same stress, a factor of about 5.

These shifts are measured from the mean valley energy, whereas an absorption line also contains the shift of its final level. Take as final level $2p_\pm$, whose p-like envelopes point perpendicular to the valley axis. Let its intervalley coupling be negligible, so that it follows its own valleys, and let the transition keep the electron in its valley. Each valley then absorbs only light polarized perpendicular to its axis. Choose polarization along $x$, perpendicular to the stress, so that both the $y$ and the $z$ valleys can absorb. With polarization along $z$ the $z$ valleys would be silent, and even the normal singlet would give a single, though displaced, line.

Let $w>0$, and let the sample be cold enough that only the ground level is occupied. This is a strict demand in the inverted case: for $D=2$ meV and $w=1$ meV the next level, $E_-=-0.425$ meV, lies only 0.242 meV above the ground level. About 1 K or below is needed; at 4.2 K the ground level holds only 59% of the electrons. A smaller stress needs a colder sample, since the gap is about $w/3$: at $w=0.2$ meV it is 0.062 meV, and the ground level holds only 56% at 1 K. The normal singlet contains all six valleys, so the line splits into components displaced by about $-2w/3$ and $+w/3$. The inverted ground state $z-\bar z$ contains only the $z$ valleys, so the initial and final shifts cancel and one undisplaced line remains. The linear shift of the inverted ground level thus appears as the absence of a splitting.

Two further conditions limit the test. For $w\gg|D|$ the normal ground level becomes $-2w/3+D/3$, whose slope is the same as in the inverted case; the stress must be small compared with $|D|$. Also, an $E$–$T_2$ splitting much smaller than $D$ can change the inverted slope when $w$ is below about three times that splitting; for a larger splitting the factor exceeds three, because stress mixes the singlet with the doublet. If $a<0$, which means a doublet below the triplet by more than a third of $E_{A_1}-E_E$, the combination $z+\bar z$ lies below $z-\bar z$ and the triplet state is not lowest at any stress $w>0$. If the triplet is lowest, the slope for $w>0$ stays $-2/3$. If the doublet is lowest, its state $\sqrt{2/3}\,|Z\rangle-\sqrt{1/3}\,|XY\rangle$ gives $\tfrac23(-\tfrac{2w}3)+\tfrac13\cdot\tfrac w3=-w/3$. The level shift is linear either way, but the absorption line differs. This doublet state has weight $2/3$ in the $z$ valleys and $1/3$ in the others, so its line splits into components displaced by about $-w/3$ and $+2w/3$. If the doublet is lowest, the absence of a line splitting therefore marks the inverted order only when $w$ exceeds this limit, about three times the $E$–$T_2$ splitting when that is much smaller than $D$.

**6. What temperature can and cannot show**

With an exactly degenerate quintet and no higher states, the singlet population is

$$p=\frac{e^{-D/kT}}{5+e^{-D/kT}} .$$

For $D=2$ meV at 20 K, $kT=1.723$ meV and $e^{-D/kT}=0.313$, so $p=0.313/5.313=0.059$. At 4 K it is 0.0006. For $D=-12$ meV, $p=0.995$ at 20 K. When $kT\gg|D|$ both orders approach $1/6$, the singlet's share of the states.

In the inverted case, absorption from the singlet to a given final level lies $D$ below absorption from the quintet and disappears on cooling. This alone does not identify the singlet. In normal order the quintet lines are the ones that lie lower and disappear. The populations differ in their statistical factor: upper to lower is $\tfrac15e^{-|D|/kT}$ when inverted and $5e^{-|D|/kT}$ when normal. Comparing an upper line with a lower one requires their relative strengths. The line from the lowest level can instead be compared with its own low-temperature limit. If its strength per electron and the number of neutral donors stay fixed, the ratio is $1/(1+g\,e^{-|D|/kT})$, with $g=1/5$ when inverted and $g=5$ when normal. For $|D|=2$ meV at 20 K this gives 0.94 and 0.39, so the fading of this one line on warming can also separate the two orders.

**Requested changes**

The authors should withdraw the claim that the singlet is lowest for every donor, and assign the lowest level of isolated interstitial lithium to the $E+T_2$ quintet. The general statement they can keep is that $T_d$ symmetry gives a singlet, a doublet and a triplet. The signs of $b$ and $a+2b$ set the singlet's place among them, and the sign of $a-b$ sets the order of the other two. A microscopic account of lithium would have to calculate these couplings, including the response of the surrounding crystal; neither the manuscript nor this comment does so. Lithium bound in a complex has a different central cell and needs its own analysis. The numerical output below gives further values of stress and temperature.

## Calculated quantities

```
Td operations: 24  lattice-band minima: 6
LATTICE MODEL (energies in its own unit, from the band edge)
box side 20 sites, well depth 1.0, width 5.0 sites
triplet level, every U: -0.49630
U=-3.0: singlet -0.71018, doublet -0.49593
   singlet-doublet -0.21425, singlet-triplet -0.21388
   singlet probability on donor site 0.13283
U=+0.0: singlet -0.49700, doublet -0.49593
   singlet-doublet -0.00107, singlet-triplet -0.00069
   singlet probability on donor site 0.02975
U=+3.0: singlet -0.44821, doublet -0.49593
   singlet-doublet +0.04772, singlet-triplet +0.04809
   singlet probability on donor site 0.00850
CONTACT MODEL (quintet at zero without stress)
inverted: D = +2.0 meV, a = b = +0.3333 meV
   levels (meV): 0.000 0.000 0.000 0.000 0.000 2.000
   w = 0.1 meV: ground-level shift -0.06667 meV
   w = 0.5 meV: ground-level shift -0.33333 meV
   w = 1.0 meV: ground-level shift -0.66667 meV
   T = 4 K: singlet population 0.00060
   T = 10 K: singlet population 0.01926
   T = 20 K: singlet population 0.05897
   T = 50 K: singlet population 0.11169
normal: D = -12.0 meV, a = b = -2.0000 meV
   levels (meV): -12.000 0.000 0.000 0.000 0.000 0.000
   w = 0.1 meV: ground-level shift -0.00019 meV
   w = 0.5 meV: ground-level shift -0.00469 meV
   w = 1.0 meV: ground-level shift -0.01902 meV
   T = 4 K: singlet population 1.00000
   T = 10 K: singlet population 1.00000
   T = 20 K: singlet population 0.99529
   T = 50 K: singlet population 0.76416
normal order, ground-level curvature: -0.01852 per meV (times w^2)
kB = 0.086173 meV/K
```
